# Ballistic contact conductance of a nondegenerate electron gas, derived twice, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The conductance from the one-way thermal flux

### Definitions and conventions

The contact is a plane at $x=0$. The semiconductor lies at $x<0$, the metal lies at $x>0$, and the $x$ axis points from the semiconductor into the metal. The conduction electrons of the semiconductor occupy one isotropic parabolic band,

$$E=E_c+\frac{\hbar^2k^2}{2m},\qquad \mathbf v=\frac{1}{\hbar}\nabla_{\mathbf k}E=\frac{\hbar\mathbf k}{m},$$

where $E_c$ is the band edge, $m$ is the effective mass, and each wavevector $\mathbf k$ holds two spin states. The elementary charge $q$ is positive, so an electron carries the charge $-q$. The temperature $T$ is the same on both sides.

Each side is connected to a reservoir, which is a region large enough to keep its equilibrium distribution while a current flows. The electrochemical potentials of the two reservoirs are $\mu_s$ for the semiconductor and $\mu_m$ for the metal. The voltage is defined by

$$qV=\mu_s-\mu_m .$$

A positive $V$ drives electrons from the semiconductor into the metal. The symbol $J$ denotes $q$ times the net number of electrons that cross unit area per unit time in the $+x$ direction. The conventional electric current flows the opposite way, because the electron charge is negative. With both signs chosen in this manner, $J$ and $V$ are positive together, and the conductance per area and the contact resistivity are

$$g=\lim_{V\to0}\frac{J}{V},\qquad \rho=\frac1g .$$

In equilibrium $\mu_s=\mu_m=\mu$. The density $n$ is the equilibrium density of mobile electrons at the contact plane. For the moment the band edge is flat up to this plane, so $n$ is also the bulk density. It is not the doping density, unless the donors are fully ionized and the semiconductor is locally neutral.

The gas is nondegenerate when

$$e^{\eta}\ll1,\qquad \eta=\frac{\mu-E_c}{k_BT}.$$

The Fermi function then reduces to a Boltzmann factor, $f\simeq e^{-(E-\mu)/k_BT}$, for every state in the band.

The contact is ballistic and perfectly transmitting. An electron that reaches the plane from the semiconductor enters the metal and is absorbed by its reservoir, and an electron that the metal sends into the band leaves towards the semiconductor reservoir without being turned back. Scattering in the bulk of the semiconductor would add a series resistance, which is not part of $g$.

The result to be derived is

$$g=\frac{q^2n\bar v}{4k_BT}=\frac{q^2n}{\sqrt{2\pi mk_BT}},\qquad \bar v=\sqrt{\frac{8k_BT}{\pi m}},$$

where $\bar v$ is the mean thermal speed. At fixed $T$ and $m$ the conductance is proportional to $n$.

### The velocity distribution and its mean speed

Since $E-E_c=mv^2/2$, the Boltzmann factor gives a number of electrons per volume and per velocity interval proportional to $e^{-av^2}$, with

$$a=\frac{m}{2k_BT}.$$

Each Cartesian component contributes the integral $\int_{-\infty}^{\infty}e^{-av_x^2}dv_x=\sqrt{\pi/a}$. The requirement that the distribution integrate to $n$ therefore fixes

$$F(\mathbf v)=n\left(\frac a\pi\right)^{3/2}e^{-av^2}.$$

The mean speed follows in spherical coordinates, where $d^3v=4\pi v^2dv$ after the angular integration:

$$\bar v=4\pi\left(\frac a\pi\right)^{3/2}\int_0^\infty v^3e^{-av^2}dv .$$

The substitution $t=av^2$, with $v\,dv=dt/(2a)$, turns the integral into

$$\int_0^\infty v^3e^{-av^2}dv=\frac{1}{2a^2}\int_0^\infty te^{-t}dt=\frac1{2a^2}.$$

Hence

$$\bar v=\frac{4\pi}{2a^2}\frac{a^{3/2}}{\pi^{3/2}}=\frac{2}{\sqrt{\pi a}}=\sqrt{\frac{8k_BT}{\pi m}} .$$

The density has cancelled. Adding electrons to a nondegenerate gas at fixed temperature raises $F$ by a common factor and leaves its shape unchanged. This is the origin of the linear law.

### The one-way flux

During a short time $dt$, electrons with velocity $\mathbf v$ and $v_x>0$ reach unit area of the plane if they start within a distance $v_xdt$ of it. Their number is $v_xdt\,F(\mathbf v)d^3v$. The flux towards the metal is therefore

$$\Gamma=\int_{v_x>0}v_xF(\mathbf v)\,d^3v .$$

Let $c$ be the cosine of the angle between $\mathbf v$ and the $x$ axis. Then $v_x=vc$, the volume element is $2\pi v^2\,dv\,dc$, and the condition $v_x>0$ means $0<c\le1$:

$$\Gamma=n\left(\frac a\pi\right)^{3/2}\left[\int_0^\infty v^3e^{-av^2}dv\right]2\pi\int_0^1c\,dc .$$

From the expression for $\bar v$, the prefactor and the speed integral together equal $n\bar v/(4\pi)$. The angular integral is $1/2$. Therefore

$$\Gamma=\frac{n\bar v}{4\pi}\,2\pi\,\frac12=\frac{n\bar v}{4}.$$

The factor $1/4$ is the product of two halves. One half of the electrons move towards the metal, and the mean normal velocity of that half is $\bar v/2$, because the average of $c$ over a hemisphere is $1/2$. Inserting $\bar v$ gives the second form,

$$\Gamma=\frac n4\sqrt{\frac{8k_BT}{\pi m}}=n\sqrt{\frac{k_BT}{2\pi m}} .$$

In equilibrium the net flux must vanish, so the metal supplies an equal flux $\Gamma$ in the $-x$ direction. The electrons of the metal as a whole are highly degenerate, but this does not matter here. The electrons that can enter the semiconductor band have energies above $E_c$, and at those energies the Fermi function of the metal has the same small Boltzmann tail. At the plane, the two reservoirs thus supply $n/2$ each to the total density $n$.

### The response to a small voltage

Under bias the metal level stays at $\mu_m=\mu$, and the semiconductor level becomes $\mu_s=\mu+qV$. The electrostatic potential at the plane may change too. Let the band edge there rise by $\alpha qV$ relative to the metal level, where the number $\alpha$ depends on the electrostatics of the contact. The plane is assumed to have the highest band edge on the path under bias too. If the voltage makes another point the highest, as can happen when the band is flat at $V=0$, that point takes the place of the plane, with its own $\alpha$. With $u=qV/k_BT$, each flux changes by the Boltzmann factor of its own reservoir, measured from the displaced band edge:

$$\Gamma_s=\Gamma e^{u-\alpha u},\qquad \Gamma_m=\Gamma e^{-\alpha u}.$$

The difference of the two fluxes, multiplied by $q$, is

$$J=q\Gamma e^{-\alpha u}\left(e^u-1\right).$$

Both factors are now expanded for $|u|\ll1$:

$$J=q\Gamma\left(1-\alpha u+\dots\right)\left(u+\frac{u^2}{2}+\dots\right)
=q\Gamma\left[u+\left(\frac12-\alpha\right)u^2+\dots\right].$$

The number $\alpha$ is absent from the first-order term because it multiplies $e^u-1$, which is already of first order. A common shift of the band edge changes both opposing fluxes equally, and at zero bias those fluxes cancel. The electrostatic problem therefore need not be solved to find $g$. Using $u=qV/k_BT$,

$$g=q\Gamma\frac{q}{k_BT}=\frac{q^2n\bar v}{4k_BT}
=\frac{q^2n}{k_BT}\sqrt{\frac{k_BT}{2\pi m}}=\frac{q^2n}{\sqrt{2\pi mk_BT}} .$$

This is the stated result. One factor of $q$ converts particles into charge, and the other converts a voltage into an energy.

The finite-bias error does depend on $\alpha$. For a band edge fixed to the metal level, $\alpha=0$ and $J/(gV)=(e^u-1)/u$. For a band edge midway between the two levels, $\alpha=1/2$ and

$$\frac{J}{gV}=\frac{e^{u/2}-e^{-u/2}}{u}=\frac{2\sinh(u/2)}{u}=1+\frac{u^2}{24}+\dots$$

At $u=0.1$, which is 2.585 mV at 300 K, these ratios are 1.0517 and 1.0004. The ohmic law is thus 5% below the current in the first case and 0.04% below it in the second. Both values require the plane to remain the highest band edge. The neutral bulk lifts its own band edge by $qV$, so in a planar contact this needs a barrier higher than $(1-\alpha)qV$. If the band is flat at $V=0$, a positive $V$ makes the bulk the highest point. Then $\alpha=1$ and $J/(gV)=(1-e^{-u})/u$, which is 0.9516 at $u=0.1$, so the ohmic law lies above the current.

As long as the plane has the highest band edge, the density there under bias is the sum of the two half-populations,

$$n_V=\frac n2e^{-\alpha u}\left(e^u+1\right)=n\left[1+\left(\frac12-\alpha\right)u+\dots\right].$$

If the electrostatics holds this density fixed, then $\alpha=1/2$ to first order. The same formula shows why the definition of $V$ matters. To first order, the density at the plane equals that of an equilibrium gas with electrochemical potential $(\mu_s+\mu_m)/2$. A voltage measured from this local average to the metal would be $V/2$, and the conductance defined with it would be twice as large. Here $V$ is the full difference between the reservoirs.

### A barrier before the contact

Suppose that the band edge rises by $\phi$, with $\phi>0$, between the bulk and a maximum near the metal. Let $n_b$ be the bulk density. The barrier varies along $x$ alone and is smooth enough for classical motion, so tunnelling and reflection above the top are neglected. The transverse velocity is then conserved, and an electron passes if its normal kinetic energy exceeds $\phi$:

$$v_x>v_0,\qquad \frac{mv_0^2}{2}=\phi,\qquad av_0^2=\frac{\phi}{k_BT}.$$

The two transverse integrals give $\pi/a$, which leaves one factor $\sqrt{a/\pi}$. The flux that passes is

$$\Gamma_\phi=n_b\sqrt{\frac a\pi}\int_{v_0}^{\infty}v_xe^{-av_x^2}dv_x
=n_b\sqrt{\frac a\pi}\,\frac{e^{-av_0^2}}{2a}.$$

For $\phi=0$ this must reduce to $n_b\bar v/4$, and it does, since $\sqrt{a/\pi}/(2a)=1/(2\sqrt{\pi a})=\bar v/4$. Thus

$$\Gamma_\phi=n_be^{-\phi/k_BT}\,\frac{\bar v}{4}.$$

The product $n_be^{-\phi/k_BT}$ is the equilibrium density at the top. The mean speed has not changed: the electrons that pass lose normal energy on the way up, and a Maxwell distribution cut off at $v_0$ arrives at the top as half of a Maxwell distribution at the same temperature. The formula for $g$ therefore remains valid if $n$ is the density at the highest band edge on the path, not the bulk density.

### Worked example

The model parameters are $m=0.30\,m_0$, with $m_0$ the free-electron mass, $T=300$ K and $n=10^{17}$ cm$^{-3}$. The mean speed is $\bar v=1.965\times10^7$ cm/s, and the one-way flux is

$$\Gamma=\frac{10^{17}\times1.965\times10^7}{4}=4.91\times10^{23}\ \text{cm}^{-2}\,\text{s}^{-1}.$$

Multiplication by $q$ gives a one-way current density of $7.87\times10^4$ A/cm². Since $k_BT/q=0.02585$ V,

$$g=\frac{7.87\times10^4}{0.02585}=3.04\times10^6\ \text{S/cm}^2,\qquad
\rho=3.29\times10^{-7}\ \Omega\,\text{cm}^2 .$$

A square contact of side 100 nm has the area $10^{-10}$ cm², so its resistance in this model is about 3.3 kΩ.

With a barrier of 0.10 eV and the same bulk density, the density at the top falls to $2.09\times10^{15}$ cm$^{-3}$. The conductance falls by the same factor, 0.0209, to $6.36\times10^4$ S/cm², and the contact resistivity rises to $1.57\times10^{-5}$ Ω cm². These values assume classical passage. Consider a parabolic depletion barrier of this height at a donor density of $10^{17}$ cm$^{-3}$ and a relative permittivity of 11.7, which is 36 nm wide. With the same mass on both sides, the quantum transmission gives about 1.4 times this conductance if the band bottom of the metal is level with the bulk edge, and about 0.6 times if it lies 1 eV lower.

## Part 2. The conductance from transverse channels

### Symbols and results carried over

The contact plane is normal to $x$ and transmits every electron. The band is isotropic with mass $m$, band edge $E_c$ and two spin states. The reservoirs have electrochemical potentials $\mu_s$ and $\mu_m$ with $\mu_s-\mu_m=qV$, and $J$ is $q$ times the net electron flux from the semiconductor to the metal. In equilibrium both potentials equal $\mu$, and $\eta=(\mu-E_c)/k_BT$. The density $n$ refers to the highest band edge on the path. Part 1 found

$$\Gamma=\frac{n\bar v}{4},\qquad g=\frac{q^2\Gamma}{k_BT}=\frac{q^2n}{\sqrt{2\pi mk_BT}},\qquad \bar v=\sqrt{\frac{8k_BT}{\pi m}} .$$

The second derivation does not use these formulas. It counts quantum states and introduces the nondegenerate limit at the end.

The one-way thermal flux has given a conductance proportional to the electron density at the highest band edge on the path, for a nondegenerate gas and a perfectly transmitting contact. It remains to derive this result again by counting transverse channels, to find where the linear law fails as the density grows, and to see what imperfect transmission changes.

Numbers in the example were calculated in double precision.
